\section*{Why KAI holds for aligned elliptical domains and fails for mixed orientations}

\section{Definitions and conventions}

A ferroelectric film is switched at constant field from time $t=0$. Nuclei of reversed polarization appear as a homogeneous Poisson process in an unbounded plane, with rate $J$ per unit area and time. Event $k$ has position $\mathbf x_k$, birth time $t_k$ and a long axis along the unit vector $\mathbf e_k$, drawn independently of position and time. Let $\mathbf e_k'$ be perpendicular to $\mathbf e_k$. A domain with no neighbours is an ellipse whose semi-axes grow at the constant speeds $v_a\ge v_b$. Its travel time over a displacement $\mathbf r$ is
\begin{equation}
N_k(\mathbf r)=\sqrt{\left(\frac{\mathbf r\cdot\mathbf e_k}{v_a}\right)^2+\left(\frac{\mathbf r\cdot\mathbf e_k'}{v_b}\right)^2},
\end{equation}
so it reaches a point $P$ at the free arrival time
\begin{equation}
T_k(P)=t_k+N_k(P-\mathbf x_k).
\end{equation}

An \emph{extended} domain grows freely through everything. It is assigned to every event, including a \emph{phantom}, an event that falls in material already switched. A \emph{real} domain starts in unswitched material and never enters material held by another domain. Two properties of real growth are assumed. A real domain never arrives before its free arrival time. It arrives at exactly that time if no other domain has reached the straight path from its nucleus ahead of it. How a wall goes round an obstacle is left open until a number requires it.

Let $X(t)$ be the switched fraction. The Kolmogorov--Avrami--Ishibashi (KAI) law states that $X=1-e^{-X_e}$, where $X_e$ is the total area of extended domains per unit film area.

\section{First contribution: counting, which ignores orientation}

At time $t$, an event born at $t'$ covers $P$ with its extended domain if its nucleus lies in an ellipse centred on $P$ with semi-axes $v_a(t-t')$ and $v_b(t-t')$. The area of this ellipse does not depend on its orientation. The mean number of covering events is therefore
\begin{align}
X_e(t)&=J\int_0^t \pi v_av_b(t-t')^2\,dt'\nonumber\\
&=\pi v_av_bJ\left[-\frac{(t-t')^3}{3}\right]_0^t
=\frac{\pi}{3}v_av_bJt^3 .
\end{align}
Covering events are a selection from a Poisson process, so their number is Poisson distributed. The probability of finding none is $e^{-X_e}$, and
\begin{equation}
\Pr\left[\min_kT_k(P)\le t\right]=1-e^{-X_e(t)}
\label{eq:ext}
\end{equation}
for any distribution of axes.

For $v_a=2$ nm/ns, $v_b=0.5$ nm/ns, $J=1\,\mu\mathrm m^{-2}\mathrm{ns}^{-1}$ and $t=90$ ns, the right side is $0.5339$. Direct sampling of 40\,000 sets of nuclei gave $0.5341$ for one orientation and $0.5366$ for random ones, with a sampling error near $0.0025$. Random orientation does not upset the statistics. Equation \eqref{eq:ext}, however, concerns extended domains. KAI needs a second, geometrical fact: the real switching time of $P$ must equal $\min_kT_k(P)$.

\section{Second contribution: geometry with one common orientation}

Let all axes be parallel, so that $N_k=N$. Define the linear map
\begin{equation}
M\mathbf r=\left(\frac{\mathbf r\cdot\mathbf e}{v_a},\frac{\mathbf r\cdot\mathbf e'}{v_b}\right),\qquad N(\mathbf r)=|M\mathbf r| .
\end{equation}
This one map turns every ellipse into a circle whose radius equals its age. Areas shrink by the factor $1/(v_av_b)$, so the nucleation rate becomes $Jv_av_b$, again uniform. Since $N$ is a Euclidean length after the map, it obeys the triangle inequality.

Let $k$ be the event with the smallest $T_k(P)$, and let $\mathbf y$ be any point on the segment from $\mathbf x_k$ to $P$. The two parts of a straight segment have additive travel times:
\begin{equation}
T_k(P)=T_k(\mathbf y)+N(P-\mathbf y).
\end{equation}
Suppose that another extended domain $j$ reaches $\mathbf y$ first, $T_j(\mathbf y)<T_k(\mathbf y)$. Then
\begin{align}
T_j(P)&=t_j+N(P-\mathbf x_j)\nonumber\\
&\le t_j+N(\mathbf y-\mathbf x_j)+N(P-\mathbf y)\nonumber\\
&=T_j(\mathbf y)+N(P-\mathbf y)\nonumber\\
&<T_k(\mathbf y)+N(P-\mathbf y)=T_k(P).
\label{eq:triangle}
\end{align}
This contradicts the choice of $k$. An equality in place of the first-arrival inequality would require a tie at $P$, which has probability zero.

Setting $\mathbf y=\mathbf x_k$ shows that nucleus $k$ fell in unswitched material, so it is real. The other points $\mathbf y$ show that its straight path to $P$ is free. Domain $k$ therefore arrives at $T_k(P)$, and no real domain can arrive sooner. With \eqref{eq:ext} this gives
\begin{equation}
X(t)=1-\exp\left(-\frac{\pi}{3}v_av_bJt^3\right)
\qquad\text{(one orientation)}.
\end{equation}

Aligned domains do block one another, and phantoms are still counted. Neither matters, because the extended domain of whatever gets in the way reaches every point beyond the obstruction at least as early as the blocked domain would have done. The false entries in the extended count are hidden under true ones.

\subsection{A shared growth clock is sufficient}

Keeping a fixed shape is not sufficient. The proof carries over to a time-dependent speed if all domains share a clock $S(t)$, so that the size of domain $k$ is proportional to $S(t)-S(t_k)$. Times are then replaced by clock readings in \eqref{eq:triangle}, and $X_e$ contains the integral of $[S(t)-S(t')]^2$.

A wall speed that falls with the age of each domain can break the argument, even for circles. The example below does not cover speeds that rise with age. Take the radius $c\sqrt{t-t_k}$ with $c=10\ \mathrm{nm/ns^{1/2}}$. A host born at the origin at $t=0$ has radius $90$ nm at $81$ ns, so an event at $85$ nm at that moment is a phantom. At $100$ ns the host radius is $100$ nm, but the phantom's tip would be at
\begin{equation}
85+10\sqrt{100-81}=128.6\ \mathrm{nm}.
\end{equation}
The phantom has escaped and adds area that does not exist. With the common clock $S=c\sqrt t$ its tip would be at $85+10(10-9)=95$ nm, still hidden. The difference is that a young domain in the first case grows faster than its older host.

If all nuclei appear at $t=0$ with areal density $n$, every domain has the same age and the clock is shared automatically. For constant speeds the count is $X_e=\pi v_av_bnt^2$, and the proof above applies with all $t_k=0$.

\section{Third contribution: phantoms with different axes}

Now let $v_a>v_b$ and let the axes not all be parallel. Consider a type-2 phantom inside a type-1 host, so that $t_2\ge t_1+N_1(\mathbf x_2-\mathbf x_1)$. If $N_1\le N_2$ in every direction, then
\begin{align}
T_1(P)&\le t_1+N_1(\mathbf x_2-\mathbf x_1)+N_1(P-\mathbf x_2)\nonumber\\
&\le t_2+N_2(P-\mathbf x_2)=T_2(P),
\end{align}
and the phantom stays hidden.

The condition is also necessary. Suppose $N_2(\mathbf u)<N_1(\mathbf u)$ for some direction $\mathbf u$. Put the host at the origin at time zero and the phantom at $\epsilon\mathbf u$, born a short time $\delta$ after the host's wall has passed. At the point $(\epsilon+L)\mathbf u$,
\begin{align}
T_1-T_2&=(\epsilon+L)N_1(\mathbf u)-\left[\epsilon N_1(\mathbf u)+\delta+LN_2(\mathbf u)\right]\nonumber\\
&=L\left[N_1(\mathbf u)-N_2(\mathbf u)\right]-\delta ,
\end{align}
which is positive for $L>\delta/[N_1(\mathbf u)-N_2(\mathbf u)]$. The phantom's tip then leads the host's wall.

Hiding every phantom of each type in hosts of the other type would require $N_1\le N_2$ and $N_2\le N_1$, hence equal travel times. Two ellipses with the same unequal semi-axes and different orientations cannot satisfy this. Each is faster than the other in some direction.

This makes the KAI inequality strict. A real domain never arrives before its extended one, so $X\le1-e^{-X_e}$ for any mixture of axes. For any $t>0$ the host and phantom above can be placed so that the phantom covers $P$ by time $t$ and the host does not. Small changes of positions, times and angles preserve this, so such pairs have positive probability. The region of space and time from which other events could cover $P$ or disturb the host is finite, and it is empty of further events with positive probability. In those cases $P$ is counted but unswitched. Therefore
\begin{equation}
X(t)<1-e^{-X_e(t)}\qquad\text{(mixed orientations, }v_a>v_b,\ t>0).
\end{equation}

\section{Fourth contribution: blocked growth of real domains}

Phantoms are not needed for the failure. Let two nuclei appear together at $t=0$. Domain 1 is at the origin with its long axis along $y$. Domain 2 is at $(-d,0)$ with its long axis along $x$, pointing at domain 1. On the line between them the walls are at $-v_bt$ and $-d+v_at$, and they meet when
\begin{equation}
-v_bt=-d+v_at\quad\Rightarrow\quad t=\frac{d}{v_a+v_b}.
\end{equation}

Domain 2 cannot go round. On the line $x=0$ the free arrival times are
\begin{equation}
T_1=\frac{|y|}{v_a},\qquad
T_2=\sqrt{\frac{d^2}{v_a^2}+\frac{y^2}{v_b^2}}>\frac{|y|}{v_b}\ge T_1 \quad (y\neq0),
\end{equation}
and at $y=0$ one has $T_1=0<T_2$. Domain 1 takes the whole line first and forms a barrier. The point $(L,0)$ with $L>0$ is then switched by domain 1 at $L/v_b$, whereas the extended domain 2 reaches it at $(d+L)/v_a$. The extended count is too early if
\begin{equation}
\frac{d+L}{v_a}<\frac{L}{v_b}
\quad\Leftrightarrow\quad L>\frac{v_b\,d}{v_a-v_b}.
\end{equation}
Nearer than this, domain 1 is first in both descriptions and no error arises.

For $d=60$ nm and $L=40$ nm with the speeds above, the threshold is $0.5\times60/1.5=20$ nm. The walls meet at $60/2.5=24$ ns. The point is counted as switched at $100/2=50$ ns but switches at $40/0.5=80$ ns.

The blocker need not be the older domain. Delay the birth of domain 1 by $s$. The barrier still forms if $s+|y|/v_a<T_2$ for all $y$. With $q=|y|/v_b$, $a=d/v_a$ and $\beta=v_b/v_a$, this requires $s$ to be below the minimum of $\sqrt{a^2+q^2}-\beta q$. Setting the derivative to zero gives $q=\beta\sqrt{a^2+q^2}$, so $\sqrt{a^2+q^2}=a/\sqrt{1-\beta^2}$, and the minimum is
\begin{equation}
\frac{a(1-\beta^2)}{\sqrt{1-\beta^2}}=\frac{d}{v_a}\sqrt{1-\frac{v_b^2}{v_a^2}} .
\end{equation}
For any smaller $s$ a younger domain blocks an older one. What counts is earlier arrival on the growth path, not earlier birth. The example with $s=0$ also shows that simultaneous nucleation, which has no phantoms, does not rescue KAI when the axes differ.

\section{Weighing the two losses}

\subsection{Early times}

Define the loss $\Delta=1-e^{-X_e}-X$. It needs at least two events: one whose extended domain covers $P$ and another that reaches its path. At fixed $v_a/v_b$ the mean number of such pairs is of order $(Jv_av_bt^3)^2$, so to leading order
\begin{equation}
\Delta\simeq cX_e^2\propto t^6,\qquad c>0,
\end{equation}
where $c$ depends on the speed ratio, the distribution of axes and the rule for detours. To the same order,
\begin{equation}
-\ln(1-X)=-\ln(e^{-X_e}+\Delta)\simeq X_e-cX_e^2 .
\end{equation}
The local Avrami exponent is the logarithmic time derivative of this quantity. Since $d\ln X_e/d\ln t=3$,
\begin{equation}
n_{\rm loc}\simeq3+\frac{d\ln(1-cX_e)}{d\ln t}\simeq3-3cX_e .
\end{equation}
KAI is recovered at early times, and the first correction lowers the exponent.

\subsection{A computed case}

Beyond leading order the loss was computed on a periodic square of side $800$ nm with $4$ nm cells. The detour rule is generous. A domain may fill any part of its free ellipse that is connected to its nucleus through material not held by others, a detour costs no time, and a delayed region fills at once. The effect of slower detours was not calculated. Real and extended growth used the same random nuclei, so most sampling noise cancels in $\Delta$. In three runs with one common orientation, where $\Delta$ should vanish, the largest loss at any sampled time was $0.0001$. This is the grid error for aligned domains. For two perpendicular axes, halving the cell size was tried with two sets of nuclei. The loss in a single set changed by up to about $0.0004$ at 60 ns and $0.002$ at 100 and 120 ns, which is comparable with or smaller than the standard errors tabulated below.

The main case gives each nucleus one of two perpendicular axes with equal probability. Means and standard errors over eight runs are:
\begin{center}
\begin{tabular}{ccc}
$t$ (ns) & KAI fraction & loss $\Delta$\\
60 & 0.202 & $0.0013\pm0.0003$\\
80 & 0.415 & $0.0094\pm0.0012$\\
100 & 0.649 & $0.024\pm0.003$\\
120 & 0.836 & $0.033\pm0.003$
\end{tabular}
\end{center}
In these eight runs the loss grows by a factor of about 7 from 60 to 80 ns, but the loss at 60 ns varies strongly between sets of random nuclei and the tabulated value is low. With 32 other sets the losses were $0.0025\pm0.0004$, $0.0105\pm0.0011$, $0.023\pm0.002$ and $0.029\pm0.002$, a growth factor of about 4. This is below the leading-order value $(80/60)^6=5.6$, as expected when $X_e=0.54$ at 80 ns is not small: a point is lost only if no further domain switches it. In that larger sample $\Delta\approx0.06\,X_e^2e^{-X_e}$ from 40 to 120 ns, which gives a factor of $5.6\,e^{-0.31}\approx4.1$.

The loss at 100 ns can be split in a stated order. Removing the phantoms, while real domains still pass through each other, costs $0.0045$. Forbidding that passage costs a further $0.0197$. Blocking thus accounts for $0.0197/0.0242\approx81\%$ of the loss in these runs and in this order of removal. The share can change by more than ten percentage points with another set of random nuclei, so the firm conclusion is only that blocking is the larger part.

The half-switching time rises by about $1.3$ ns from its KAI value of $87.1$ ns, with a sampling error near $0.2$ ns. The apparent exponent between 60 and 120 ns follows from the corrected fractions $0.2024-0.0013=0.2011$ and $0.8363-0.0331=0.8032$:
\begin{equation}
n=\frac{\ln\left[\ln(1-0.8032)/\ln(1-0.2011)\right]}{\ln2}
\simeq\frac{\ln(1.626/0.2245)}{\ln 2}\simeq2.86 .
\end{equation}

Uniformly random axes, with all other settings held fixed, give a loss of $0.018\pm0.002$ at 100 ns and $n\simeq2.89$. Both exponents are uncertain by a few hundredths: 32 other sets of nuclei gave $n\simeq2.88$ for both distributions of axes, with losses at 100 ns of $0.021\pm0.001$ for random and $0.023\pm0.002$ for perpendicular axes. These runs therefore do not settle which case has the larger loss.

\section{Beside a real film capacitor}

The parameters are rough values meant for an epitaxial lead zirconate titanate film: thickness $100$ nm, $2$ V, hence $0.2$ MV/cm, and polarization $30\ \mu\mathrm{C/cm^2}$. Wall speeds and nucleation rates depend strongly on field and film quality. The $4{:}1$ domains that keep one of two perpendicular axes are a model assumption, not a measured property. The planar model also requires that a new domain spans the film almost at once. If each domain spread sideways only after a crossing time of $2$ ns, which means a forward speed of $50$ nm/ns, the KAI fraction at 100 ns would fall from $0.649$ to $0.627$, a change about as large as the loss. At the lateral speed of $2$ nm/ns the crossing would take $50$ ns and the planar model would not apply. At 100 ns the KAI switched charge is $2\times30\times0.649\simeq39\ \mu\mathrm{C/cm^2}$, and the loss removes about $1.5\ \mu\mathrm{C/cm^2}$. One assumption that strongly affects the exponent is a uniform field. Let the wall speed follow $\exp(-E_a/E)$ with $E_a=1$ MV/cm, and let the local field have a Gaussian spread of $10\%$ over regions much larger than a domain, with $J$ held fixed. Averaging KAI over this spread lowers the fraction at 100 ns from $0.649$ to $0.616$ and the apparent exponent from $3$ to $2.29$. The change in exponent is several times that found above for two perpendicular axes. A low fitted exponent is therefore not evidence of blocking unless the field spread is known. The central $80\%$ of the local half-switching times then lie between about $60$ and $142$ ns, less than half a decade. Nucleation-limited switching can involve much broader distributions, and the waiting times for nucleation were not varied here, so this average is not a model of that regime.

Other effects were neglected too. The first below changes the switched fraction by an amount comparable with the loss, the second by less. For the last two only the size of the disturbance is estimated.
\begin{itemize}
\item \emph{Finite nuclei.} A nucleus with the $4{:}1$ shape of the domain and semi-axes $6$ and $1.5$ nm (geometric mean $3$ nm) raises the extended-law fraction at 100 ns to $0.682$, an increase of $0.032$ with the opposite sign. Adding $3$ nm to both semi-axes instead gives $0.689$. With finite nuclei this law is itself an upper limit, because a phantom born just inside a wall protrudes at once.
\item \emph{Electrode edges.} For a $5\ \mu$m square, $13.5\%$ of the area lies within $v_at_{1/2}$ of an edge, where $t_{1/2}$ is the KAI half-switching time. At a straight edge half of the nuclei are missing, so at $t_{1/2}$ the fraction falls from $0.5$ to $1-\sqrt{0.5}=0.29$. This bounds the average deficit by about $0.03$. The shortfall fades quickly with distance from the edge, however, and integration over the square gives only $0.005$ to $0.006$, depending on the axes.
\item \emph{Series resistance.} With $50\ \Omega$ the switching current causes a peak voltage drop of $9$ mV, which slows the walls by $2.2\%$ at that moment. The brief charging of the film's dielectric capacitance at turn-on is not included.
\item \emph{Heating.} If no heat escapes, the energy $2PE=12\ \mathrm{J/cm^3}$ warms a film of heat capacity $3\ \mathrm{J/(cm^3\,K)}$ by $4$ K. The resulting change of wall speed was not calculated.
\end{itemize}

The values computed by the program, including those for the random-axis case, appear in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
wall speeds, long and short axis: 2.0, 0.5 nm/ns
nucleation rate: 1.0 per um2 per ns
grid: box 800 nm, cell 4 nm; runs per case: 8
extended coverage at 90 ns, formula: 0.5339
  sampled, one orientation: 0.5341
  sampled, random orientations: 0.5366
sqrt-age circles, coefficient: 10 nm/ns^0.5
  phantom born at 85 nm, 81 ns; seen at 100 ns
  host radius: 100.0 nm
  phantom tip, growth by age: 128.6 nm
  phantom tip, common clock: 95.0 nm
crossed pair: d = 60 nm, L = 40 nm
  walls meet at: 24.0 ns
  target counted as switched at: 50.0 ns
  target really switched at: 80.0 ns
aligned control, largest loss (grid error): 0.00010
two perpendicular axes: KAI fraction, loss +- standard error
  60 ns: 0.2024, 0.0013 +- 0.0003
  80 ns: 0.4150, 0.0094 +- 0.0012
  100 ns: 0.6491, 0.0242 +- 0.0027
  120 ns: 0.8363, 0.0331 +- 0.0025
  at 100 ns: phantom part 0.0045, blocking part 0.0197
  half-switching time: 88.45 ns
  apparent exponent, 60 to 120 ns: 2.856
uniformly random axes: KAI fraction, loss +- standard error
  60 ns: 0.2024, 0.0015 +- 0.0005
  80 ns: 0.4150, 0.0070 +- 0.0012
  100 ns: 0.6491, 0.0175 +- 0.0018
  120 ns: 0.8363, 0.0259 +- 0.0022
  at 100 ns: phantom part 0.0034, blocking part 0.0141
  half-switching time: 88.07 ns
  apparent exponent, 60 to 120 ns: 2.890
KAI half-switching time: 87.15 ns
KAI exponent, 60 to 120 ns: 3.000
film 100 nm, 2.0 V, field 0.20 MV/cm
activation field 1.0 MV/cm, field spread 10 %
  KAI with field spread, fraction at 100 ns: 0.6164
  apparent exponent with field spread: 2.293
nucleus radius 3 nm: extended-law fraction at 100 ns 0.6815
electrode side 5 um: area within edge reach 13.5 %
polarization 30 uC/cm2, series resistance 50 ohm
  peak voltage drop 9.0 mV, wall slowing 2.2 %
heat capacity 3 J/(cm3 K): adiabatic heating 4.0 K
\end{verbatim}
